\section*{Mirror selection rule for three-phonon processes in a flat atomic sheet}

\section{Result and conditions}

Let a crystalline sheet have all its equilibrium positions in the plane $z=0$, and let its potential energy be unchanged when the height of every atom is reversed. Its phonons can then be chosen either in-plane (P) or flexural (F, motion along $z$). If $n_F$ is the number of flexural phonons among the three that meet at a cubic vertex $\Psi$, then
\begin{equation}
\Psi(1,2,3)=0\qquad\text{for } n_F=1,3 .
\label{rule}
\end{equation}
The classes FPP and FFF are forbidden, for decay and merging alike. The mirror permits PPP and FFP, although energy conservation or another symmetry may still exclude a particular process. A three-phonon process of an acoustic flexural (ZA) phonon must therefore involve one other flexural phonon and one in-plane phonon.

The potential $V$ is the Born--Oppenheimer energy of the nuclei. For an isolated sheet, reflecting all nuclei preserves all distances, and the electronic Hamiltonians before and after are related by a reflection of the electrons. Hence $V$ has the required symmetry without further assumption. Flatness makes the equilibrium its own mirror image, atom by atom. A buckled sheet has the same symmetric $V$, but reflection takes its equilibrium to a different one, and the argument below fails.

\section{Derivation}

\subsection{Force constants}

Let $i$ label an atom and $u_{i\alpha}$ its displacement, with $\alpha=x,y,z$. Define $s_x=s_y=1$ and $s_z=-1$. The symmetry reads
\begin{equation}
V(\{s_\alpha u_{i\alpha}\})=V(\{u_{i\alpha}\}).
\label{sym}
\end{equation}
Differentiate both sides with respect to $u_{i\alpha}$, $u_{j\beta}$ and $u_{k\gamma}$. On the left the chain rule supplies one factor $s$ per derivative. At $u=0$ both sides are evaluated at the same configuration, so
\begin{equation}
s_\alpha s_\beta s_\gamma\,\Phi_{i\alpha,j\beta,k\gamma}
=\Phi_{i\alpha,j\beta,k\gamma}.
\end{equation}
With $n_z$ indices equal to $z$, the prefactor is $(-1)^{n_z}$. For odd $n_z$ this gives $-\Phi=\Phi$, hence $\Phi=0$. The same step applies to a derivative of any order.

At second order, $\Phi_{ix,jz}=\Phi_{iy,jz}=0$. The dynamical matrix therefore splits into an in-plane and a flexural block. For two atoms per cell their sizes are $4\times4$ and $2\times2$. The flexural block contains the ZA and the optical ZO branch.

The blocks should be diagonalized separately. Where an F and a P branch cross, a solver for the full matrix may return $\cos\theta\,e_F+\sin\theta\,e_P$. Such a vector is a valid eigenvector but has no definite parity, and a vertex formed from it can look like a violation of \eqref{rule}.

\subsection{Phonon vertices}

For $N$ cells with periodic boundaries, write the displacement of atom $\kappa$ in cell $l$ as
\begin{equation}
u_{l\kappa\alpha}=\frac{1}{\sqrt{NM_\kappa}}
\sum_{\lambda}e_{\kappa\alpha}(\lambda)\,
e^{i\mathbf q\cdot\mathbf R_l}Q_\lambda ,
\qquad \lambda=(\mathbf q,s),
\end{equation}
where $s$ is the branch. Insert this in $V_3=\frac16\sum\Phi\,uuu$. Translation symmetry lets one cell be fixed at the origin. The sum over its position gives $N\Delta$, where $\Delta=1$ if $\mathbf q_1+\mathbf q_2+\mathbf q_3$ is a reciprocal vector and zero otherwise. The factor $N\cdot N^{-3/2}$ leaves
\begin{align}
V_3&=\frac{1}{6\sqrt N}\sum_{\lambda_1\lambda_2\lambda_3}
\Delta\,\Psi(1,2,3)\,Q_1Q_2Q_3,\\
\Psi(1,2,3)&=\sum\Phi_{0\kappa_1\alpha_1,\,l_2\kappa_2\alpha_2,\,l_3\kappa_3\alpha_3}
\prod_{m=1}^{3}\frac{e_{\kappa_m\alpha_m}(m)\,
e^{i\mathbf q_m\cdot\mathbf R_{l_m}}}{\sqrt{M_{\kappa_m}}},
\end{align}
with $\mathbf R_{l_1}=0$ and the second sum over all atomic and Cartesian indices. An F mode has only $z$ components and a P mode has none. Every surviving term thus has $n_z=n_F$, and for odd $n_F$ each $\Phi$ in it is zero. This proves \eqref{rule}.

The coordinate contains creation and annihilation together,
\begin{equation}
Q_{\mathbf qs}=\sqrt{\hbar/2\omega_{\mathbf qs}}\,
(a_{\mathbf qs}+a^\dagger_{-\mathbf qs}),
\end{equation}
so one vanishing vertex removes both merging and decay.

\subsection{Higher orders}

A vanishing cubic vertex does not by itself exclude the same transition through several allowed vertices. Parity does. Let $N_F$ be the total number of flexural phonons and $\Pi=(-1)^{N_F}$. The uniform displacement along $z$, which is not an oscillator, is removed with the centre-of-mass motion. Since $\Pi$ changes the sign of every flexural coordinate and momentum, it carries out the reflection. The kinetic energy is quadratic in each momentum component, and $V$ obeys \eqref{sym}, so
\begin{equation}
\Pi H\Pi=H,\qquad \Pi e^{-iHt/\hbar}\Pi=e^{-iHt/\hbar}.
\end{equation}
Between states of parity $p$ and $p'$, the second relation gives $\langle f|e^{-iHt/\hbar}|i\rangle=pp'\langle f|e^{-iHt/\hbar}|i\rangle$. The amplitude is zero when $pp'=-1$. This holds to all orders in the anharmonicity, because $V$ was not expanded. Isotopic disorder does not change the conclusion: the kinetic energy stays even in $p_z$ for any set of masses.

The rule also applies to effective force constants obtained as thermal averages. Let $O$ be a derivative of $V$ with odd $n_z$, taken at the instantaneous positions. Then $\Pi O\Pi=-O$, while $\rho\propto e^{-H/k_BT}$ commutes with $\Pi$. Cyclicity of the trace gives $\mathrm{Tr}(\rho O)=-\mathrm{Tr}(\rho O)=0$. Thermal undulation about a flat mean position therefore does not break the rule. A frozen ripple does, as does a sample of configurations that favours one side.

\section{A form suited to implementation}

Consider a honeycomb sheet with bond length $d$ and one atomic mass $M$. Let $\mathbf b_n$ be the three bond vectors from an atom, $\hat{\mathbf b}_n$ their directions and $c_{nm}=\hat{\mathbf b}_n\cdot\hat{\mathbf b}_m$. The model energy per site is
\begin{equation}
\begin{split}
E={}&\tfrac12\sum_n D_0\bigl[1-e^{-\alpha(b_n-d)}\bigr]^2
+\tfrac K2\sum_{n<m}\bigl(c_{nm}+\tfrac12\bigr)^2\\
&+\tfrac B2\Bigl|\sum_n\hat{\mathbf b}_n\Bigr|^2 .
\end{split}
\end{equation}
The factor $\frac12$ in the first term shares each bond between two sites. Bond vectors are linear in the displacements, so derivatives of $E$ with respect to their nine components suffice. For site $\kappa$ with neighbours of type $\kappa'$ in cells $\mathbf R_{\kappa n}$, a mode changes bond $n$ by
\begin{equation}
\boldsymbol\beta_{\kappa n}(\lambda)=
\mathbf e_{\kappa'}(\lambda)e^{i\mathbf q\cdot\mathbf R_{\kappa n}}
-\mathbf e_{\kappa}(\lambda).
\end{equation}
With $a,b,c$ running over the nine components and $T^\kappa$ denoting derivatives of $E$ at equilibrium,
\begin{align}
\omega_\lambda^2&=\frac1M\sum_{\kappa ab}
\beta^*_{\kappa a}(\lambda)T^\kappa_{ab}\beta_{\kappa b}(\lambda),\\
W(1,2,3)&=M^{3/2}\Psi=\sum_{\kappa abc}T^\kappa_{abc}\,
\beta_{\kappa a}(1)\beta_{\kappa b}(2)\beta_{\kappa c}(3).
\label{W}
\end{align}

\subsection{Bending rigidity}

For a purely vertical displacement, bond lengths and cosines change at second order. The first two energy terms then begin at fourth order. The third begins with $\frac B2S_z^2$, where $S_z=\sum_n(z_n-z_0)/d$ and $z_0$ is the height of the central atom. For a smooth height $z(x,y)$, use $\sum_n\boldsymbol\delta_n=0$ and $\sum_n\delta_{n\alpha}\delta_{n\beta}=\frac32d^2\delta_{\alpha\beta}$ for the equilibrium bonds $\boldsymbol\delta_n$:
\begin{equation}
S_z=\frac1d\cdot\frac12\cdot\frac32d^2\nabla^2z
=\frac{3d}{4}\nabla^2z .
\end{equation}
A relative height $\eta$ of the sublattices adds $+3\eta/d$ on one site and $-3\eta/d$ on the other. The cross terms cancel in the sum of squares, and at leading order $\eta=0$ minimizes the energy. Two sites give $B(9d^2/16)(\nabla^2z)^2$ per cell of area $3\sqrt3d^2/2$. Equating the energy per area to $\frac\kappa2(\nabla^2z)^2$,
\begin{equation}
\kappa=\frac{2B(9/16)}{3\sqrt3/2}=\frac{\sqrt3}{4}B .
\end{equation}

\section{Worked example}

The parameters are $d=0.142$ nm, $M=12$ u, $D_0=5$ eV, $\alpha=17$ nm$^{-1}$, $K=4$ eV and $B=2.5$ eV. The formula gives $\kappa=0.433\times2.5=1.08$ eV, which agrees with the computed long-wave ZA dispersion. The zone-centre energies are 125 meV for ZO and 208 meV for the in-plane optical mode. For graphene the corresponding values are roughly 1--2 eV, 0.1 eV and 0.2 eV. The parameters are round ones, and the in-plane sound speeds of the model are lower than those of graphene, so the numbers below illustrate the rule and are not predictions for graphene.

Equation \eqref{W} was tested against mixed third derivatives of the energy of a periodic sheet of 50 atoms, for all 216 branch combinations at one wave-vector triad. The largest difference was $8\times10^{-7}$ of the largest derivative. This test compares real parts, which depend on the phases chosen for the eigenvectors. The largest magnitudes $|W|$, which do not, are $2.65\times10^5$ eV/nm$^3$ for PPP and $4.0\times10^4$ eV/nm$^3$ for FFP. Both odd classes gave zero.

A buckled sheet provides the contrasting case. Its preferred bond-angle cosine is $-0.45$ and its $B$ is zero; the other parameters are unchanged. Each atom lies 0.026 nm from the plane of its neighbours. At the same triad, the largest odd-$n_z$ cubic constant is 0.37 of the largest even one, against $2\times10^{-15}$ in the flat sheet. One-atom thickness without flatness is not sufficient.

Parity conservation beyond the cubic term was tested by quantum evolution of one atom moving in $z$ and one in-plane direction, with its neighbours fixed and the full site energy as its potential. From one flexural quantum, the probability of opposite parity after 0.5 ps was $8\times10^{-30}$, which is rounding error. With the one-sided support of the next section it was $1.6\times10^{-6}$. That value is one sample of a rapid oscillation in time, not a steady leakage.

\subsection{Phase space closed by the rule}

To see how much the rule removes, count the combinations that conserve energy and wave vector for all ZA phonons on a $30\times30$ grid. Merging has weight 1 and decay weight $\frac12$, because the two decay products are counted in both orders. With a Gaussian energy broadening of 3 meV, the shares are 0.22 for FFF, 0.49 for FPP and 0.30 for the allowed FFP. The rule closes about 0.7 of the total: 0.705 here, 0.69 at 6 meV broadening, and 0.71 at 1.5 meV and 0.75 meV on a $150\times150$ grid. The count contains neither thermal occupations nor vertex strengths, so it is not a fraction of the scattering rate or of the thermal resistance.

\section{When the mirror is broken}

\subsection{One-sided support}

Let a static, laterally smooth support add to each atom the energy
\begin{equation}
U(z)=\varepsilon\left[\frac12\left(\frac{z_0}{z}\right)^9
-\frac32\left(\frac{z_0}{z}\right)^3\right],
\end{equation}
where $z$ is now the distance from the support. At $z=z_0$,
\begin{align}
U'&=\frac{\varepsilon}{z_0}\left(-\frac92+\frac92\right)=0,\\
U''&=\frac{\varepsilon}{z_0^2}(45-18)=\frac{27\varepsilon}{z_0^2},\\
U'''&=\frac{\varepsilon}{z_0^3}(-495+90)=-\frac{405\varepsilon}{z_0^3}.
\end{align}
For $\varepsilon=0.02$ eV and $z_0=0.35$ nm, $U''=4.41$ eV/nm$^2$ and $U'''=-189$ eV/nm$^3$. The stiffness opens a ZA gap $\hbar\sqrt{U''/M}=3.9$ meV. The cubic term has three $z$ indices, so in the bare vertex it opens FFF but not FPP.

For three distinct modes, the six orderings cancel the factor $\frac16$ in $V_3$. The matrix element for creating all three from the vacuum has magnitude $g/\sqrt N$, with
\begin{equation}
g=|W|\prod_{m=1}^{3}\sqrt{\frac{\hbar}{2M\omega_m}} .
\end{equation}
In the long-wave limit each ZA eigenvector has $e_z=1/\sqrt2$ on both atoms, so $|W|=2|U'''|/2^{3/2}=|U'''|/\sqrt2=133.6$ eV/nm$^3$. At the gap energy the square root is 0.02108 nm, and
\begin{equation}
g=133.6\times(0.02108)^3\ \text{eV}\approx1.25\ \text{meV}.
\end{equation}
The intrinsic vertex behaves differently. For acoustic modes every $\boldsymbol\beta$ in \eqref{W} is at most of order $q$, so $W$ is at most of order $q^3$. The support must therefore dominate at sufficiently long wavelength.

The table compares $g$ for ZA--ZA--LA (allowed) and ZA--ZA--ZA (opened by the support), where LA is the upper in-plane acoustic branch. The wave vectors and the supported frequencies are the same for both columns. The first two phonons have equal wavelengths and wave vectors $60^\circ$ apart.
\begin{center}
\begin{tabular}{ccc}
Wavelength (nm) & Allowed $g$ (meV) & Opened $g$ (meV)\\
1.06 & 2.93 & 0.16\\
10.65 & 0.034 & 1.25
\end{tabular}
\end{center}
The opened coupling is 0.055 of the allowed one at the short wavelength and 37 times as large at the long one. Both ratios belong to this angle. The allowed coupling falls steeply as the angle opens, and at the short wavelength the ratio is 0.13 at $90^\circ$, 1.5 at $120^\circ$ and about 0.9 at $140^\circ$ to $160^\circ$. At the long wavelength the allowed coupling is small mainly because the gap reduces the ZA amplitudes: with the frequencies of the free sheet it is 1.2 meV. These are coupling strengths, not rates, since the triads were not chosen to conserve energy. In the long-wave ZA--ZA--ZA triad all three energies lie near the gap, and two of them cannot add up to the third. A rate calculation must find the energy-conserving partners.

\subsection{Curvature and perpendicular field}

On a cylinder of radius $R$, an outward displacement $w$ stretches the circumference by $w/R$. The circumferential strain is, to the order needed,
\begin{equation}
\epsilon_{yy}=\partial_yu_y+\frac wR+\frac12(\partial_yw)^2 .
\end{equation}
The elastic energy is quadratic in strain. It now contains $(w/R)(\partial_yw)^2$, an FFF term of order $q^2/R$, beside the allowed $(\partial_yu_y)(\partial_yw)^2$ of order $q^3$. The ratio of these bare vertices is of order $1/(qR)$. For waves running around the circumference, in-plane motion can largely cancel $w/R$. For waves along the axis it cannot, and a small ratio alone does not make the curvature harmless. The stretching energy, proportional to $(w/R)^2$, also stiffens ZA waves running along the axis: it adds about $c/R$ in quadrature to their frequency, where $c$ is an in-plane sound speed. This is small only if $c/R\ll\omega_F$, that is, $qR\gg\omega_P/\omega_F$ with $\omega_P=cq$. Since $\omega_F\propto q^2$ for ZA waves of a free flat sheet, this condition is much stricter than $qR\gg1$ at long wavelength.

At the scale of one bond, the largest odd local constant of the model, bent along one of its bonds and not relaxed, is 0.0085 of the largest even one at $R=10$ nm, and 0.017 at 5 nm. Other bending directions give other values. These ratios must not be squared to estimate relative scattering rates. The largest even constant is purely in-plane, while the allowed processes of a ZA phonon use the much smaller constants with two $z$ indices. Rates also depend on the phonon amplitudes and on energy conservation.

A perpendicular electric field $\mathcal E$ adds $-\mathcal E P_z$ at first order. The dipole $P_z$ is odd under reflection, so this term contributes force constants with odd $n_z$ wherever the corresponding derivative of $P_z$ is nonzero.

\subsection{Processes beyond third order}

Four-phonon processes obey the same parity: FFFF, FFPP and PPPP are permitted. A bare quartic energy can be estimated from the stretching caused by a bond tilt $\theta$ when the in-plane positions are held fixed. The bond lengthens by $d\theta^2/2$ and stores $kd^2\theta^4/8$, where $k=2D_0\alpha^2=2890$ eV/nm$^2$. In the harmonic model at 300 K, a sheet 7.4 nm wide has an rms tilt of 0.091. With $\langle\theta^4\rangle=3\langle\theta^2\rangle^2$ for a Gaussian variable and $\frac32$ bonds per atom,
\begin{equation}
\frac32\cdot\frac{kd^2}{8}\cdot3\langle\theta^2\rangle^2
\approx2.2\ \text{meV}\approx0.09\,k_BT .
\end{equation}
The harmonic tilt grows slowly with the width of the sheet, to 0.098 at 15 nm and 0.104 at 30 nm, where the same estimate gives nearly 4 meV. In-plane relaxation lowers this energy, so it is not a measure of the four-phonon scattering rate. Where the rule closes most three-phonon channels, that rate should be evaluated before it is dropped.

\section{Use for real sheets}

The rule suits suspended, flat graphene. Static ripples break the mirror. For waves along the axis of a cylindrical ripple of radius $R$, the stiffening is small only for $qR\gg\omega_P/\omega_F$, with the in-plane and flexural frequencies taken at the same $q$. Other directions and ripple shapes need their own estimate. If graphene rests on a dielectric, the support breaks the mirror. The adhesion assumed here corresponds to about 0.1 J/m$^2$, a plausible rough size for such a contact. In this model, at 1 nm wavelength, the coupling opened by the support is small beside the allowed ZA--ZA--LA one when the two wave vectors are up to about $90^\circ$ apart, and comparable to it from $120^\circ$ to $160^\circ$. At 10 nm it is the larger term in the supported sheet. Roughness and the support's own vibrations are left out, and both can open further channels. Encapsulation between static layers restores the rule if the two sides are mirror images and the sheet lies flat midway between them, because the added potential is then even about the plane of the sheet.

In an implementation for a flat free sheet, set force constants with odd $n_z$ to zero and solve the two blocks separately. For a sheet supported on one side or curved, retain those constants.

\section*{Table of computed values}
\begin{verbatim}
Bond length (nm): 0.142 ; atomic mass (u): 12
Morse depth (eV): 5.0 ; Morse exponent (1/nm): 17.0
Angle constant K (eV): 4.0 ; pyramid constant B (eV): 2.5
ZO energy at zone centre (meV): 124.7
In-plane optical energy at zone centre (meV): 208.4
Bending rigidity, from ZA dispersion (eV): 1.0824
Bending rigidity, from formula (eV): 1.0825
Atoms in periodic test sheet: 50 ; triples: 216
Largest relative mismatch of vertices: 8.0e-07
Largest PPP vertex, real part (eV/nm^3): 2.63e+05
Largest FPP vertex, real part (eV/nm^3): 0
Largest FFP vertex, real part (eV/nm^3): 3.15e+04
Largest FFF vertex, real part (eV/nm^3): 0
Buckling height of control sheet (nm): 0.0259
Harmonic z-xy mixing, flat: 0.0e+00; buckled: 0.162
Odd/even cubic constants, flat: 1.7e-15; buckled: 0.372
Evolution time of single-atom quantum test (ps): 0.5
Parity-changing probability, free: 8.2e-30
Parity-changing probability, one-sided support: 1.6e-06
Probability of allowed change to two F quanta: 8.2e-07
Wave-vector grid: 30 x 30
ZA phase space, broadening 3.0 meV: FFF 0.218, FPP 0.486, allowed FFP 0.295
  fraction closed by the mirror rule: 0.705
ZA phase space, broadening 6.0 meV: FFF 0.214, FPP 0.480, allowed FFP 0.306
  fraction closed by the mirror rule: 0.694
Support: adhesion (eV/atom) 0.02, distance (nm) 0.35
Support stiffness (eV/nm^2): 4.408; third derivative (eV/nm^3): -188.9
ZA gap from support (meV): 3.92
Wavelength of first ZA phonon (nm): 1.06
  allowed ZA-ZA-LA coupling (meV): 2.93
  support-opened ZA-ZA-ZA coupling (meV): 0.162
Wavelength of first ZA phonon (nm): 10.65
  allowed ZA-ZA-LA coupling (meV): 0.0335
  support-opened ZA-ZA-ZA coupling (meV): 1.25
Odd/even local constants, radius 5 nm: 0.0169; 10 nm: 0.0085
  square of the 10 nm ratio (rate scale): 7.2e-05
Temperature (K): 300.0; sheet width (nm): 7.38
Thermal rms height (nm): 0.0650; rms bond tilt (rad): 0.0907
Quartic bond energy per atom over kT: 0.086
\end{verbatim}
